## Oscillator strength density at the ionization threshold of a hydrogenic atom

### What scaling and symmetry fix

An oscillator strength $f$ is a pure number, so its density $df/dE$ is an inverse energy. For one electron bound to a fixed point nucleus of charge $Z$, without relativity, $H=-\tfrac12\nabla^2-Z/r$ in Hartree atomic units. The substitution $r=\rho/Z$ gives $H=Z^2H_{Z=1}$. Transition energies grow by $Z^2$ and squared dipole matrix elements shrink by $Z^{-2}$, so their product $f$ does not depend on $Z$, and
$$\frac{df}{dE}=Z^{-2}\,g(E/Z^2),$$
with $E$ measured from threshold. The threshold value is a pure number times $1/(Z^2E_h)$. Below threshold the levels $E_n=-Z^2/(2n^2)$ have spacing $dE_n/dn=Z^2/n^3$, and the quantity with the dimension of a density is $f_n/(dE_n/dn)=n^3f_n/Z^2$. If it has a finite limit, then $f_n\propto n^{-3}$. Scaling cannot give the number, nor show that the two sides agree. From here on $Z=1$.

Symmetry fixes the final states. In the electric dipole approximation, $f=2\omega|\langle f|z|1s\rangle|^2$ with $\omega=E+\tfrac12$. Since $Y_{00}=1/\sqrt{4\pi}$ and $Y_{10}=\sqrt{3/4\pi}\cos\theta$, one has $\cos\theta\,Y_{00}=Y_{10}/\sqrt3$. Only $l=1$, $m=0$ is reached, and the angular integral squared is $1/3$:
$$f=\tfrac23\left(E+\tfrac12\right)\left|\int_0^\infty u_p\,r\,u_{1s}\,dr\right|^2,\qquad u_{1s}=2re^{-r}.$$
With $\int u_p^2\,dr=1$ this is $f_n$. With $\int u_Eu_{E'}\,dr=\delta(E-E')$ it is $df/dE$.

### One function for both sides

Every $p$ state, bound or free, is a multiple $u=N\varphi$ of the solution of
$$\varphi''=\left(\frac{2}{r^2}-\frac2r-2E\right)\varphi$$
that starts as $r^2$. Both densities therefore read
$$\tfrac23\left(E+\tfrac12\right)B\,D(E)^2,\qquad D(E)=\int_0^\infty 2r^2e^{-r}\varphi(r,E)\,dr,$$
with $B=n^3N_n^2$ below threshold and $B=N_E^2$ above. The factor $D$ concerns small $r$, the factor $B$ large $r$.

Put $\varphi=\sum_jc_jr^{j+2}$, $c_0=1$, $c_{-1}=0$. Because $(j+2)(j+1)-2=j(j+3)$,
$$j(j+3)c_j=-2c_{j-1}-2Ec_{j-2}.$$
Each $c_j$ is a polynomial in $E$, and $|c_j|\le\Lambda^j/j!$ with $\Lambda=\max(\tfrac12,\sqrt{2|E|})$. This holds for $c_0$ and $c_1=-\tfrac12$. The induction step, after division by $\Lambda^j/(j-1)!$, needs $2/\Lambda+(j-1)\,2|E|/\Lambda^2\le j+3$, which holds because $2/\Lambda\le4$ and $2|E|\le\Lambda^2$. Then $D=2\sum_jc_j(j+4)!$ has terms bounded by $2\Lambda^j(j+4)!/j!$, which converge uniformly when $\Lambda<1$. So $D(E)$ is analytic for $|E|<\tfrac12$: the decay $e^{-r}$ of the initial state confines the integral to radii where nothing distinguishes $E=0$.

For the closed form set $E=-\kappa^2/2$, $\nu=1/\kappa$, $\varphi=r^2e^{-\kappa r}W$. Then
$$\varphi''=e^{-\kappa r}\left[r^2W''+(4r-2\kappa r^2)W'+(2-4\kappa r+\kappa^2r^2)W\right],$$
and the right side of the radial equation is $e^{-\kappa r}(2-2r+\kappa^2r^2)W$. Subtracting and dividing by $r$ gives $rW''+(4-2\kappa r)W'+(2-4\kappa)W=0$. With $x=2\kappa r$ and division by $2\kappa$ this is Kummer's equation $xw''+(4-x)w'-aw=0$, $a=2-\nu$, whose solution with $w(0)=1$ is
$$M(a,4,x)=\sum_j\frac{(a)_j}{(4)_j}\frac{x^j}{j!},\qquad (a)_j=a(a+1)\cdots(a+j-1).$$
Define $L(s)=\int_0^\infty re^{-sr}\varphi\,dr$, so that $D=-2L'(1)$. Term $j$ contains $\int r^{j+3}e^{-(s+\kappa)r}dr=(j+3)!/(s+\kappa)^{j+4}$, and $(4)_j=(j+3)!/6$ cancels the factorial. The binomial series $\sum_j(a)_jt^j/j!=(1-t)^{-a}$ with $t=2\kappa/(s+\kappa)$, $1-t=(s-\kappa)/(s+\kappa)$, gives
$$L(s)=6(s+\kappa)^{a-4}(s-\kappa)^{-a}=\frac{6}{(s^2-\kappa^2)^2}\left(\frac{s-\kappa}{s+\kappa}\right)^{\nu}.$$
Since $\nu[1/(s-\kappa)-1/(s+\kappa)]=2\nu\kappa/(s^2-\kappa^2)$ and $\nu\kappa=1$, the logarithmic derivative is $(2-4s)/(s^2-\kappa^2)$, equal to $-2/(1-\kappa^2)$ at $s=1$. Hence $D=4L(1)/(1-\kappa^2)$. With $1-\kappa^2=1+2E$ and $\ln[(1-\kappa)/(1+\kappa)]=-2\,\mathrm{artanh}\,\kappa$,
$$D(E)=\frac{24\,e^{-2\beta(E)}}{(1+2E)^3},\qquad \beta(E)=\frac{\mathrm{artanh}\,\kappa}{\kappa}=\sum_{j\ge0}\frac{(-2E)^j}{2j+1}.$$
For $E=k^2/2>0$ the same series is $\arctan k/k$. The summation was done for real $0<\kappa<1$; both sides are analytic in $E$, so the formula extends through $E=0$ and along the positive axis, where $\varphi$ stays bounded and the integral converges. At threshold $\beta=1$ and $D(0)=24e^{-2}$.

### Normalization below threshold

At large $j$ the ratio of successive coefficients of $M$ tends to $1/j$, so $M$ grows like $e^{x}$ and $\varphi$ like $e^{+\kappa r}$ unless the series ends. It ends for $a=-q$, $q=0,1,\dots$, which means $\nu=n=q+2$. Leibniz's rule applied to the Rodrigues definition of the Laguerre polynomial gives
$$L_q^{(3)}(x)=\frac{e^{x}}{x^{3}\,q!}\frac{d^q}{dx^q}\left(x^{q+3}e^{-x}\right)=\sum_{j=0}^q(-1)^j\binom{q+3}{q-j}\frac{x^j}{j!}.$$
The ratio of coefficient $j+1$ to coefficient $j$ is $(j-q)/[(j+4)(j+1)]$, the same as in $M(-q,4,x)$, so $L_q^{(3)}=\binom{q+3}{3}M$. With $x=2r/n$,
$$N_n^{-2}=\int\varphi^2dr=\left(\frac n2\right)^5\binom{q+3}{3}^{-2}I,\qquad I=\int_0^\infty x^3e^{-x}L_q^{(3)}\cdot xL_q^{(3)}\,dx .$$
Insert the Rodrigues form for the first factor and integrate by parts $q$ times; boundary terms vanish. Only the two highest powers of $xL_q^{(3)}$ survive $q$ derivatives. Their coefficients are $(-1)^q/q!$ for $x^{q+1}$ and $(-1)^{q-1}(q+3)q/q!$ for $x^q$, so the $q$-th derivative is $(-1)^q[(q+1)x-q(q+3)]$. The sign cancels the $(-1)^q$ from the partial integrations:
$$I=\frac{(q+1)(q+4)!-q(q+3)(q+3)!}{q!}=\frac{(q+3)!}{q!}\,(2q+4)=2n\cdot n(n^2-1),$$
using $(q+1)(q+4)-q(q+3)=2q+4$ and $(q+3)!/q!=(n+1)n(n-1)$. The binomial is $n(n^2-1)/6$, so $N_n^{-2}=(n^5/32)\cdot72/(n^2-1)$ and
$$n^3N_n^2=\tfrac49\left(1-n^{-2}\right)=\tfrac49(1+2E_n).$$

### Normalization above threshold

For two solutions $u$, $v$ at energies $E=k^2/2$, $E'=k'^2/2$, the radial equation gives $(u'v-uv')'=(k'^2-k^2)uv$. At large $R$ let $u=\mathcal A\sin\theta$, $u'\simeq \mathcal Ak\cos\theta$, and likewise $v$ with $\theta'$, $k'$. The product formulas give $k\cos\theta\sin\theta'-k'\sin\theta\cos\theta'=\tfrac12(k+k')\sin(\theta'-\theta)+\tfrac12(k-k')\sin(\theta'+\theta)$, so
$$\int_0^Ruv\,dr=\frac{\mathcal A^2}{2}\left[\frac{\sin(\theta'-\theta)}{k'-k}-\frac{\sin(\theta'+\theta)}{k'+k}\right].$$
The second term oscillates ever faster in $k'$ and vanishes as a distribution. In the first, $\theta'-\theta\simeq(k'-k)[R+O(\ln R)]$, and $\sin(yR)/y\to\pi\delta(y)$. With $\delta(k-k')=k\,\delta(E-E')$ the integral is $\tfrac12\pi k\mathcal A^2\delta(E-E')$, so energy normalization means $\mathcal A^2=2/(\pi k)$.

The amplitude of $\varphi$ follows from Euler's integral. Take $\kappa=-ik$, so $a=2-i/k$ and $4-a=a^*$. Expanding $e^{xt}$ and using $\int_0^1t^{a+j-1}(1-t)^{3-a}dt=\Gamma(a+j)\Gamma(4-a)/\Gamma(4+j)$ reproduces the series of $M$ times $\Gamma(a)\Gamma(4-a)/6$, so
$$\varphi=\frac{6r^2}{|\Gamma(a)|^2}\int_0^1e^{ikr(1-2t)}\,t^{a-1}(1-t)^{a^*-1}dt .$$
Deform the path to run from $0$ to $-i\infty$ and back from $1-i\infty$ to $1$, along which $e^{-2ikrt}$ decays. On the first leg $t=-iy$, and for large $r$ only small $y$ counts, so $(1-t)^{a^*-1}\to1$ and the leg gives $e^{ikr}(-i)^a\,\Gamma(a)(2kr)^{-a}$. The substitution $t\to1-t^*$ maps the first leg onto the second and shows that the second is its complex conjugate. Now $(-i)^a=e^{-i\pi a/2}=-e^{-\pi/2k}$ and $(2kr)^{-a}=(2kr)^{-2}e^{(i/k)\ln2kr}$. The sum of the two legs is a sinusoid of phase $kr+k^{-1}\ln 2kr+\text{const}$ and amplitude
$$\mathcal A_\varphi=\frac{2\cdot6r^2e^{-\pi/2k}}{|\Gamma(a)|\,4k^2r^2}=\frac{3e^{-\pi/2k}}{k^2|\Gamma(a)|}.$$
With $y=1/k$, $\Gamma(2-iy)=(1-iy)\Gamma(1-iy)$, and the reflection formula gives $\Gamma(1+iy)\Gamma(1-iy)=iy\,\pi/\sin(i\pi y)=\pi y/\sinh\pi y$. Then
$$N_E^2=\frac{2}{\pi k\mathcal A_\varphi^2}=\frac{2k^3}{9\pi}\,\frac{1+k^2}{k^2}\,\frac{\pi}{k}\,\frac{2e^{\pi/k}}{e^{\pi/k}-e^{-\pi/k}}=\frac49\,\frac{1+2E}{1-e^{-2\pi/k}} .$$
For $k\gg2\pi$ the denominator tends to $2\pi/k$ and $N_E^2\to2k^3/(9\pi)$, the value for the free wave $\sqrt{2/\pi k}\;kr\,j_1(kr)$, since $j_1(x)\simeq x/3$.

### The result and the nature of the join

The prefactors combine as $\tfrac13(1+2E)\cdot\tfrac49(1+2E)\cdot576(1+2E)^{-6}$, and $4\cdot576/27=256/3$. With
$$G(E)=\frac{2^8}{3}\,\frac{e^{-4\beta(E)}}{(1+2E)^4},$$
the two sides are
$$n^3f_n=G(E_n),\qquad \frac{df}{dE}=\frac{G(E)}{1-e^{-2\pi/k}} .$$
For $\kappa=1/n$, $e^{-4\beta}=[(n-1)/(n+1)]^{2n}$ and $(1+2E_n)^{-4}=n^8/[(n-1)^4(n+1)^4]$, which gives $f_n=2^8n^5(n-1)^{2n-4}/[3(n+1)^{2n+4}]$. As $n\to\infty$, $E_n\to0^-$; as $k\to0$, $e^{-2\pi/k}\to0$. $G$ is continuous at zero with $\beta(0)=1$, so both limits equal
$$G(0)=\frac{2^8}{3e^4}=1.563\ E_h^{-1}.$$
The number holds per hartree, for the $1s$ initial state, and is divided by $Z^2$ for a hydrogenic ion.

More than the value matches. With $\xi=-2E$, $-4\ln(1-\xi)=4\xi+2\xi^2+\dots$ and $-4(\beta-1)=-\tfrac43\xi-\tfrac45\xi^2-\dots$, so $\ln[G/G(0)]=\tfrac83\xi+\tfrac65\xi^2+\dots$ and, with $\tfrac12(\tfrac83)^2+\tfrac65=\tfrac{214}{45}$,
$$G=G(0)\left[1+\tfrac83\xi+\tfrac{214}{45}\xi^2+\dots\right].$$
Below threshold $\xi=1/n^2$; the relative slope in $E$ is $-16/3\ E_h^{-1}$. The points $E_n$ accumulate at zero, so $G$ is the only function analytic there that passes through all $n^3f_n$. Above threshold $e^{-2\pi/\sqrt{2E}}$ and all its derivatives vanish faster than any power of $E$. Every one-sided derivative of $df/dE$ at $0^+$ therefore equals that of $G$, but the join is not analytic: $df/dE$ exceeds $G$ at every $E>0$.

The threshold value can be had from $E=0$ alone. There the recurrence gives $c_j=6(-2)^j/[j!(j+3)!]$. The series $J_3(x)=\sum_j(-1)^j(x/2)^{2j+3}/[j!(j+3)!]$ with $(x/2)^2=2r$ shows that
$$u_0=\sqrt{2r}\,J_3(\sqrt{8r})=\sum_j\frac{(-1)^j(2r)^{j+2}}{j!(j+3)!}=\tfrac23\varphi(r,0),$$
consistent with $B=4/9$. The radial integral is $R_0=2\sum_j(-1)^j2^{j+2}(j+4)!/[j!(j+3)!]=8\sum_j(-2)^j(j+4)/j!=8(-2+4)e^{-2}=16e^{-2}$, and $\tfrac23\cdot\tfrac12R_0^2=256/(3e^4)$.

### Why the two normalizations agree

The agreement has a semiclassical reason. Let $p(r)^2=2E+2/r-2/r^2$. Where $|p'|\ll p^2$, the WKB form $u=Ap^{-1/2}\sin\theta$, $\theta'=p$, holds with constant $A$. In the continuum $p\to k$, and $\mathcal A^2=2/(\pi k)$ means $A^2=2/\pi$. For a high bound state, replacing $\sin^2\theta$ by $\tfrac12$ gives $1=\tfrac12A^2\int dr/p$ over the allowed region. The quantization rule $\int p\,dr=\pi(n+\text{const})$, differentiated with $\partial p/\partial E=1/p$, gives $\int dr/p=\pi\,dn/dE$. So
$$A^2=\frac2\pi\frac{dE}{dn},$$
and $u_n\sqrt{dn/dE}=n^{3/2}u_n$ has the amplitude of an energy-normalized state, to leading WKB order. Here $2\int dr/p=2\pi n^3$ is the Kepler period: the electron returns to the core once per period, which is why $f_n$ falls as $n^{-3}$ and the level density rises as $n^3$.

What remains is to carry the amplitude from large $r$ to the core without a factor that depends on $E$, and this is where the Coulomb tail enters. At $E=0$ and $r\gg1$, $p\simeq\sqrt{2/r}$ and $|p'|/p^2=1/\sqrt{8r}$, so WKB holds everywhere outside a few bohr. At a fixed matching radius $r_m\gg1$, $p$ changes only by a relative $Er_m/2$ when $|E|\ll1/r_m$. Inside $r_m$, $\varphi$ is analytic in $E$; outside, $A$ is conserved. Hence $n^{3/2}u_n$ and $u_E$ both tend to $u_0$. In the numerical check below, $n^3A^2=0.6365$ for $n=30$ at $r=300$ bohr against $2/\pi=0.6366$, and the largest difference between $n^{3/2}u_n$ and $u_0$ at $r=1,3,8$ bohr falls from $1.10\times10^{-3}$ ($n=30$) to $2.76\times10^{-4}$ ($n=60$), the factor 4 expected from an error linear in $E_n$.

### How large: hydrogen $1s\to p$

The level of theory is the one stated: fixed nucleus, no relativity, electric dipole. The series gives $D(0)=3.248047$. Its dimension is bohr$^{7/2}$, since $u_{1s}$ carries bohr$^{-1/2}$; the printed label bohr$^4$ miscounts this, with no effect on the number. Then $R_0=\tfrac23\times3.248047=2.165365$, $R_0^2=4.68881$, and $R_0^2/3=1.562935\ E_h^{-1}$, or $0.05744\ \mathrm{eV}^{-1}$.

| state | $E$ ($E_h$) | density ($E_h^{-1}$) |
|---|---|---|
| $n=2$ | $-0.1250$ | 3.3296 |
| $n=3$ | $-0.0556$ | 2.1357 |
| $n=5$ | $-0.0200$ | 1.7423 |
| $n=10$ | $-0.0050$ | 1.6054 |
| $n=60$ | $-0.00014$ | 1.5641 |
| $k=0$ | 0 | 1.5629 |
| $k=0.1$ | 0.0050 | 1.5220 |
| $k=0.3$ | 0.0450 | 1.2408 |
| $k=0.5$ | 0.1250 | 0.8563 |
| $k=1$ | 0.5000 | 0.2309 |

The bound entries come from exact rational integrals, for example $8\times0.416197=3.3296$; the continuum entries from numerical integration of the radial equation. The states $n=10$ and $k=0.1$ lie symmetrically, at $\xi=\pm0.01$. The linear term gives $1.562935\times(1\pm0.026667)=1.60461$ and $1.52126$, against $1.60537$ and $1.52199$. The shortfalls, $0.00076$ and $0.00073$, straddle the quadratic term $1.562935\times\tfrac{214}{45}\times10^{-4}=0.00074$. The non-analytic factor $1/(1-e^{-2\pi/k})$ differs from one by $5\times10^{-28}$ at $k=0.1$, $3\times10^{-6}$ at $k=0.5$, $0.2\%$ at $k=1$ and $0.0432/0.9568=4.5\%$ at $k=2$.

For the cross-section take a field $F\cos\omega t$ along $z$. The absorbing part of the perturbation is $\tfrac12Fz\,e^{-i\omega t}$, so the golden rule gives the rate $2\pi(F/2)^2|z_{E}|^2$ with an energy-normalized matrix element $z_E$. The photon flux is $cF^2/(8\pi\omega)$ with $c=1/\alpha$. The ratio is $\sigma=4\pi^2\alpha\,\omega|z_E|^2=2\pi^2\alpha\,df/dE$. At threshold $19.7392\times0.00729735\times1.562935=0.2251$ bohr$^2=6.30$ Mb. With a finite proton mass the electron mass is replaced by the reduced mass $m_r$; then $\omega\propto m_r$ and $|z_E|^2$, a squared length per energy, goes as $m_r^{-3}$, so $\omega|z_E|^2\propto m_r^{-2}$. The threshold values rise by about $2m_e/m_p=1.1\times10^{-3}$, to $1.5646\ E_h^{-1}$ and $6.31$ Mb, so for real hydrogen the fourth figure of $1.563$ and the third of $6.30$ already belong to the model.

The Thomas–Reiche–Kuhn rule fixes the total. From $[H,z]=-ip_z$ follows $[z,[H,z]]=1$, and inserting a complete set in its $1s$ expectation value gives $\sum2\omega|z|^2=1$. The formulas above give $0.565004$ for the lines and $0.434996$ for the continuum, a test that also probes $df/dE$ far from threshold.

### What to do, and where it fails

**Discretized continua.** In a box of radius $R$ all levels are discrete, and the WKB argument applies unchanged with the wall as outer boundary: $f_j/(dE_j/dj)$ estimates the density wherever the wall lies inside the allowed region, $E>-1/R$ roughly, on either side of threshold. Finite differences with $R=400$, $h=0.025$ bohr and a five-point formula for $dE_j/dj$ reproduce the closed form to $2.0\times10^{-4}$ relative over the 44 states with $-5\times10^{-4}<E<0.1\ E_h$. Closer to $E=-1/R$, where the outer turning point meets the wall, the deviation grows to about $0.5\%$ just above $-1/R$ and $0.7\%$ just below it. Much of this comes from the five-point formula, because the level spacing changes its trend there within a few levels; a seven-point formula lowers these to about $0.25\%$ and $0.33\%$. Separate quadratic fits to Rydberg levels and to continuum levels extrapolate to $1.5629$ and $1.5627$. The fitted relative slopes, $-5.320$ and $-5.309$, miss $-5.333$ by up to $0.5\%$; the cause is mainly the neglected cubic term, since quadratic fits to the closed form itself at the same energies give $-5.318$ and $-5.309$, while cubic fits come within $0.001$ of $-16/3$. For $Z=2$ both sides give $0.3907=1.5629/4$. Agreement of the two extrapolations is a direct check on the normalization of a continuum calculation.

**Series tails.** Treating each line as a bin of unit width in $n$ gives $\sum_{n>N}f_n\simeq\int_{N+1/2}^\infty G(0)n^{-3}dn=G(0)/[2(N+\tfrac12)^2]$, with relative error of order $N^{-2}$. For $N=10$ this is $1.563/220.5=0.00709$, about $1\%$ below the exact sum $0.00716$.

**Coulomb tail with a core.** In a single-channel model with a short-range addition to $-1/r$, the WKB argument survives, but the levels are $E=-1/(2\nu^2)$ with $n=\nu+\mu(E)$. Since $d\nu/dE=(-2E)^{-3/2}=\nu^3$, the density is $f_n(\nu^3+d\mu/dE)$. For $V=-(1+e^{-r})/r$ the check finds a $p$ quantum defect $\mu=0.149$ and the limit $0.873\ E_h^{-1}$ from both sides (both fits use the same grid, which gives $0.8734$; the grid-converged value is $0.8727$, so only three figures hold): continuity persists, the value $1.563$ does not. Using $n^3$ for $\nu^3$ leaves the limit intact but overestimates the density by $3\mu/n$ at leading order, about $4.5\%$ at $n=10$. When a level of another channel lies near threshold, $\mu(E)$ and the dipole integral vary rapidly, and a low-order extrapolation holds only over an interval small compared with the scale of that variation.

**No Coulomb tail.** For a short-range potential $p^2\to k^2-2/r^2$, which is negative out to $r=\sqrt2/k$. The barrier widens without limit as $k\to0$, and the amplitude no longer reaches the core unchanged. Outside the potential the wave is free, and inside the barrier it behaves as $\sqrt{2/\pi k}\,(kr)^2/3$, so $N_E^2\propto k^3$ for $k$ small against the inverse range, provided no $p$ level sits at threshold. As $D(0)$ is finite, $df/dE\propto k^3$, the Wigner law for a $p$ wave. For $V=-e^{-r/2}/r$, which binds an $s$ level at $-0.148\ E_h$ and no $p$ level, the check gives $3.3\times10^{-4}$ at $k=0.0115$ and $1.2\times10^{-3}\ E_h^{-1}$ at $k=0.0178$ bohr$^{-1}$ (the grid error, about $0.3\%$, affects the third figure), and the unrounded values give a power of $3.00$. There is no Rydberg series to continue, and the density starts from zero. Photodetachment of a negative ion from an $s$ orbital is of this type, and a threshold value must not be extrapolated from the Coulomb formula there.

## Values computed for the example and the checks

```
D(0) from series = 3.248047 bohr^4
n=2: E=-0.125000 Eh, f=4.16197e-01, n^3 f=3.32957 1/Eh, n^3 N^2=0.333333
n=3: E=-0.055556 Eh, f=7.91016e-02, n^3 f=2.13574 1/Eh, n^3 N^2=0.395062
n=5: E=-0.020000 Eh, f=1.39383e-02, n^3 f=1.74229 1/Eh, n^3 N^2=0.426667
n=10: E=-0.005000 Eh, f=1.60537e-03, n^3 f=1.60537 1/Eh, n^3 N^2=0.440000
n=30: E=-0.000556 Eh, f=5.80583e-05, n^3 f=1.56757 1/Eh, n^3 N^2=0.443951
n=60: E=-0.000139 Eh, f=7.24117e-06, n^3 f=1.56409 1/Eh, n^3 N^2=0.444321
Richardson limit of n^3 f_n (n=30,60) = 1.56293 1/Eh
coefficient of 1/n^2 in n^3 f_n/G0 = 2.66666
k=0.0: E=0.0000 Eh, N^2=0.44444, df/dE=1.56293 1/Eh, exp(-2pi/k)=0.00e+00
k=0.1: E=0.0050 Eh, N^2=0.44889, df/dE=1.52199 1/Eh, exp(-2pi/k)=5.16e-28
k=0.3: E=0.0450 Eh, N^2=0.48444, df/dE=1.24081 1/Eh, exp(-2pi/k)=8.02e-10
k=0.5: E=0.1250 Eh, N^2=0.55556, df/dE=0.85626 1/Eh, exp(-2pi/k)=3.49e-06
k=1.0: E=0.5000 Eh, N^2=0.89055, df/dE=0.23091 1/Eh, exp(-2pi/k)=1.87e-03
k=2.0: E=2.0000 Eh, N^2=2.32259, df/dE=0.01559 1/Eh, exp(-2pi/k)=4.32e-02
n=30, r=300 bohr: n^3 A^2 = 0.6365, 2/pi = 0.6366
threshold radial integral = 2.165365 bohr/sqrt(Eh), R^2/3 = 1.562935 1/Eh
max|n^1.5 u_n - u_0| at r=1,3,8 bohr: n=30 1.10e-03, n=60 2.76e-04
box H (R=400, h=0.025 bohr): max rel. deviation 2.0e-04 over 44 states
box H limit: below 1.5629, above 1.5627 1/Eh
box H relative slope: below -5.320, above -5.309, -16/3 = -5.333 1/Eh
box Z=2 limit: below 0.3907, above 0.3907, G0/4 = 0.3907 1/Eh
V=-(1+exp(-r))/r: E_1s=-1.2860 Eh, p quantum defect=0.1489
  limit: below 0.8734, above 0.8734 1/Eh
V=-exp(-r/2)/r: E_1s=-0.1479 Eh, bound p levels=0
  df/dE=3.301e-04 1/Eh at k=0.0115, 1.226e-03 at k=0.0178 1/bohr, power=3.000
TRK: bound 0.565004, continuum 0.434996, total 1.00000000
G0 = 2^8/(3e^4) = 1.562935 1/Eh = 0.057437 1/eV
alpha = 0.00729735
threshold cross-section = 0.22513 bohr^2 = 6.3043 Mb
```
